# One electron on the Hubbard dimer: self-screening in GW

## The problem

A Hubbard dimer has two sites, $i=1,2$, site energy zero, and the Hamiltonian

$$
H=-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)
+\frac U2\sum_i\sum_{\sigma\sigma'}c^\dagger_{i\sigma}c^\dagger_{i\sigma'}c_{i\sigma'}c_{i\sigma},
$$

with $t>0$ and $U>0$. It holds one electron, with spin up. The orbitals are

$$
\phi_b=\tfrac1{\sqrt2}(1,1),\quad \varepsilon_b=-t;\qquad
\phi_a=\tfrac1{\sqrt2}(1,-1),\quad \varepsilon_a=+t .
$$

The electron occupies the bonding orbital $b$. The antibonding orbital $a$ and both spin-down orbitals are empty.

Set $\hbar=1$. The time-ordered Green function of the hopping Hamiltonian is, for each spin,

$$
G^0_{ij}(\omega)=\sum_m\frac{\phi_m(i)\phi_m(j)}{\omega-\varepsilon_m\pm i\eta},
$$

with $+i\eta$ for an empty orbital, $-i\eta$ for an occupied one, and $\eta\to0^+$. A removal pole therefore lies just above the real axis and an addition pole just below it. The ionization energy $I$ is minus the highest removal pole.

The one-shot GW approximation, with screening in the random-phase approximation (RPA), is defined by

$$
P_{ij}(\omega)=-i\sum_\sigma\int\frac{d\omega'}{2\pi}\,G^0_{ij}(\omega+\omega')G^0_{ji}(\omega'),
\qquad W=U+UPW,
$$

$$
\Sigma_{ij}(\omega)=i\int\frac{d\omega'}{2\pi}\,e^{i\omega'\eta}\,G^0_{ij}(\omega+\omega')W_{ij}(\omega'),
\qquad G^{-1}=(G^0)^{-1}-v_H-\Sigma .
$$

Here $v_H$ is the Hartree potential. The interaction acts between all electrons on a site whatever their spins, so $U$ and $W$ carry no spin index. The Dyson equation is solved in full, without linearizing $\Sigma$.

## (a) The exact answer

**Question.** Find the exact removal spectrum and the exact density response of the one-electron ground state.

**Answer.** In each interaction term the two annihilation operators on the right act first, and they give zero on a one-electron state. So $U$ has no effect, and the ground state is $|b\rangle=c^\dagger_{b\uparrow}|0\rangle$ with energy $-t$.

Removing the electron leaves the vacuum, whose energy is zero. The removal energy is $E_1-E_0=-t$, and the total weight is

$$
\sum_i|\langle0|c_{i\uparrow}|b\rangle|^2=\sum_i\phi_b(i)^2=1 .
$$

There is one removal peak, and $I=t$. A satellite would need an excited state of what remains, and the vacuum has none.

The density operator $n_i$ connects $|b\rangle$ to one excited state, $|a\rangle$, at excitation energy $2t$. The amplitude is $\langle a|n_i|b\rangle=\phi_a(i)\phi_b(i)=\pm\frac12$, with opposite signs on the two sites. Define

$$
M=\begin{pmatrix}1&-1\\-1&1\end{pmatrix},
$$

so that the product of two amplitudes is $M_{ij}/4$. The exact response is

$$
\chi_{ij}(\omega)=\frac{M_{ij}}4\left[\frac1{\omega-2t+i\eta}-\frac1{\omega+2t-i\eta}\right]
=M_{ij}\frac{t}{\omega^2-4t^2},
$$

because the bracket equals $4t/(\omega^2-4t^2)$ away from its poles.

## (b) The polarizability

**Question.** Evaluate $P$ and compare it with the exact response.

**Answer.** The product of two Green functions falls off as $1/\omega'^2$, so the contour can be closed in either half-plane. If both orbitals are empty, or both occupied, the two poles lie on the same side, and closing on the other side gives zero. Spin down therefore contributes nothing. For spin up two terms survive.

With $a$ in the first factor and $b$ in the second, the pole in the upper half-plane is $\omega'=-t+i\eta$. Its residue gives

$$
-i\,\frac{2\pi i}{2\pi}\,\frac1{-t+\omega-t+i\eta}=\frac1{\omega-2t+i\eta}.
$$

With $b$ first and $a$ second, the upper pole is $\omega'=-t-\omega+i\eta$, and

$$
-i\,\frac{2\pi i}{2\pi}\,\frac1{-t-\omega-t+i\eta}=-\frac1{\omega+2t-i\eta}.
$$

Both terms carry the factor $\phi_a(i)\phi_a(j)\phi_b(i)\phi_b(j)=M_{ij}/4$. Hence

$$
P_{ij}(\omega)=M_{ij}\,p(\omega),\qquad p(\omega)=\frac{t}{\omega^2-4t^2}.
$$

This is the exact $\chi$ of part (a). For one electron, the polarizability without interaction is already the full response.

## (c) The screened interaction

**Question.** Solve for $W$ and find its poles. What do they mean physically?

**Answer.** Since $M^2=2M$, try $W=U+wM$. Substitution gives

$$
U+wM=U+UpM(U+wM)=U+\left(U^2p+2Upw\right)M .
$$

Comparing coefficients of $M$,

$$
w=\frac{U^2p}{1-2Up}=\frac{U^2t}{\omega^2-4t^2-2tU},
$$

where numerator and denominator were multiplied by $\omega^2-4t^2$. Thus

$$
W_{ij}(\omega)=U\delta_{ij}+M_{ij}\frac{U^2t}{\omega^2-h^2},\qquad
h=\sqrt{4t^2+2tU}.
$$

The poles are at $\pm h$, whereas the exact density excitation is at $2t$. In the RPA, charge moving from one site to the other feels the Hartree potential of its own displacement. This adds a restoring force and raises the frequency. With a single electron there is no other charge to supply that force, so the rise is a self-interaction error.

For the next part, split the frequency-dependent term into partial fractions:

$$
\frac{U^2t}{\omega^2-h^2}\;\to\;A\left[\frac1{\omega-h+i\eta}-\frac1{\omega+h-i\eta}\right],
\qquad A=\frac{U^2t}{2h}.
$$

The factor follows from $1/(\omega-h)-1/(\omega+h)=2h/(\omega^2-h^2)$.

## (d) The self-energy of the spin-up electron

**Question.** Find $v_H+\Sigma$ for spin up in the orbital basis.

**Answer.** *Static part.* The density is $\frac12$ on each site, so $v_H=U/2$. In the bare-$U$ part of $\Sigma$, the factor $e^{i\omega'\eta}$ closes the contour in the upper half-plane, where the occupied pole lies:

$$
i\,\frac{2\pi i}{2\pi}\,U\delta_{ij}\,\phi_b(i)\phi_b(j)=-\frac U2\,\delta_{ij}.
$$

Hartree and exchange cancel. Any change in the spin-up spectrum comes from the frequency-dependent part of $W$.

*Frequency integral.* An empty orbital $m$ puts the pole of $G^0$ in the lower half-plane. Only the second term of the partial fractions has its pole on the other side, at $\omega'=-h+i\eta$. Closing above,

$$
i\,\frac{2\pi i}{2\pi}\,\frac{(-A)}{\omega-h-\varepsilon_m+i\eta}=\frac{A}{\omega-\varepsilon_m-h+i\eta}.
$$

For an occupied orbital the first term contributes, with its pole at $\omega'=h-i\eta$. Closing below reverses the sign of the contour:

$$
i\,\frac{(-2\pi i)}{2\pi}\,\frac{A}{\omega+h-\varepsilon_m-i\eta}=\frac{A}{\omega-\varepsilon_m+h-i\eta}.
$$

*Site factors.* We have $\phi_b(i)\phi_b(j)=\frac12$ and $\phi_a(i)\phi_a(j)=\frac12M_{ij}$. Since $M_{ij}^2=1$ for each element,

$$
M_{ij}\,\phi_b(i)\phi_b(j)=\phi_a(i)\phi_a(j),\qquad
M_{ij}\,\phi_a(i)\phi_a(j)=\phi_b(i)\phi_b(j).
$$

The alternating sign exchanges the orbitals: the self-energy of $b$ has $a$ as its intermediate state, and the reverse. So $\Sigma$ is diagonal in the orbital basis, and with the static part cancelled,

$$
\Sigma_{bb}(\omega)=\frac{A}{\omega-t-h+i\eta},\qquad
\Sigma_{aa}(\omega)=\frac{A}{\omega+t+h-i\eta}.
$$

## (e) Poles and weights of the GW Green function

**Question.** Find all spin-up poles and their weights. Decide which are removal poles, and compare with part (a).

**Answer.** *Bonding orbital.* The poles satisfy $\omega+t=\Sigma_{bb}(\omega)$, that is,

$$
(\omega+t)(\omega-t-h)=A
\quad\Longrightarrow\quad
\omega^2-h\omega-t(t+h)-A=0 .
$$

The discriminant is $h^2+4t^2+4th+4A=(h+2t)^2+4A$. Calling it $S^2$,

$$
\omega=\frac{h\pm S}{2},\qquad S=\sqrt{(h+2t)^2+4A}.
$$

The weight of a pole is $Z=1/(1-\Sigma_{bb}')=1/(1+A/d^2)$, where $d=\omega-t-h$. Inserting $\omega=(h\pm S)/2$, the lower root has $d=-(S+h+2t)/2$ and the upper root has $d=(S-h-2t)/2$. Since $4A=S^2-(h+2t)^2=(S-h-2t)(S+h+2t)$, the lower root has

$$
\frac{A}{d^2}=\frac{S-h-2t}{S+h+2t}<1,\qquad
Z=\frac{S+h+2t}{2S}=\frac12\left(1+\frac{h+2t}{S}\right).
$$

At the upper root $A/d^2$ is the inverse ratio, which exceeds one, and the weight is $1-Z$.

To classify the poles, place a chemical potential $\mu$ between the occupied level $-t$ and the empty level $+t$. For spin up, every pole of $G^0$ and of $\Sigma$ below $\mu$ carries $-i\eta$ and every pole above $\mu$ carries $+i\eta$. As $\eta\to0^+$ this is the same as evaluating $G^0$ and $\Sigma$, and hence $G$, at $\omega+i\eta\,\mathrm{sgn}(\omega-\mu)$. A root below $\mu$ is then a removal pole and a root above $\mu$ an addition pole. The infinitesimals only record which side of $\mu$ a pole lies on, and their relative sizes carry no meaning. The position relative to $\mu$ therefore decides, not the imaginary part of a root computed with particular values of $\eta$. Since $S>h+2t$, the lower root lies below $-t$ and is a removal pole. The upper root lies above $t+h$ and is an addition pole.

*Antibonding orbital.* Including the infinitesimals,

$$
G_{aa}(\omega)=\frac1{\omega-t+i\eta-\dfrac{A}{\omega+t+h-i\eta}}=-G_{bb}(-\omega).
$$

Each bonding pole thus has an antibonding partner at the opposite energy, with the same weight and on the other side of the real axis. The addition pole of $b$ at $(h+S)/2$ becomes a removal pole of $a$.

*Spin down.* Both orbitals are empty, so $G^0$ and the poles of $\Sigma$ all carry $+i\eta$. Every root moves below the real axis, and there is no spin-down removal peak. The spin-up $\mu$ does not apply here: for spin down the chemical potential lies below all levels.

The complete GW removal spectrum is therefore

$$
\omega_1=\frac{h-S}{2}\ \text{ with weight } Z,\qquad
\omega_2=-\frac{h+S}{2}\ \text{ with weight } 1-Z .
$$

The exact spectrum has one peak at $-t$. GW differs from it in two ways.

First, $I=-\omega_1=(S-h)/2$. Because $A>0$, $S>h+2t$ and so $I>t$: the pole of $\Sigma_{bb}$ above the level pushes it down. This sign relies on the symmetry of the dimer, which removes the occupied-state term from $\Sigma_{bb}$. With unequal site energies that term appears, with its pole below the level, and pushes the level up. For $U=4t$ and a site-energy difference of $2t$, GW gives an ionization energy $0.05t$ below the exact one.

Second, there is a false satellite at $\omega_2=\omega_1-h$. It would describe an electron leaving while a charge oscillation of energy $h$ stays behind, although nothing is left to oscillate. The weights still add up to one electron, but a fraction $1-Z$ of it has been placed in the antibonding orbital.

## (f) Numbers

**Question.** Evaluate the results for the model parameters $t=1$ eV and $U=4$ eV. How do they change with $U$?

**Answer.** In eV, and eV² for $A$,

$$
h=\sqrt{4+8}=3.4641,\qquad A=\frac{16}{2(3.4641)}=2.3094,
$$

$$
S=\sqrt{(5.4641)^2+4(2.3094)}=6.2525 .
$$

The removal poles are

$$
\omega_1=\frac{3.4641-6.2525}{2}=-1.394,\qquad
\omega_2=-\frac{3.4641+6.2525}{2}=-4.858,
$$

with weights $Z=\frac12(1+5.4641/6.2525)=0.937$ and $1-Z=0.063$. The ionization energy is 1.39 eV against the exact 1.00 eV, an error of 39% of the exact value.

At fixed $t=1$ eV (energies in eV):

| $U$ | $h$ | $I$ | $\omega_2$ | $1-Z$ |
|---:|---:|---:|---:|---:|
| 1 | 2.45 | 1.05 | −3.49 | 0.010 |
| 4 | 3.46 | 1.39 | −4.86 | 0.063 |
| 16 | 6.00 | 3.11 | −9.11 | 0.173 |

The exact ionization energy is 1 eV in every row. The numerical check obtains the GW poles by contour integration and root search, without the closed form of $\Sigma$.

## (g) Weak and strong interaction

**Question.** Find the leading behaviour of the two errors for $U\ll t$, and the limit of the satellite weight for $U/t\to\infty$.

**Answer.** For small $U$, $h\to2t$, $A\to U^2/4$ and $h+2t\to4t$. Expanding the square root, $S\simeq(h+2t)+2A/(h+2t)$, so

$$
I-t=\frac{S-h-2t}{2}\simeq\frac{A}{h+2t}\simeq\frac{U^2}{16t},
$$

$$
1-Z=\frac{S-h-2t}{2S}\simeq\frac{A}{(h+2t)^2}\simeq\frac{U^2}{64t^2}.
$$

Both errors begin at second order in $U$. At $U=0.05$ eV and $t=1$ eV, the numerical values are 0.98 times these leading terms.

For large $U$, $h\simeq\sqrt{2tU}$ and $4A=2U^2t/h\simeq\sqrt2\,t^{1/2}U^{3/2}$. This exceeds $h^2\simeq2tU$, so $S\simeq2^{1/4}t^{1/4}U^{3/4}$. Then $h/S\simeq(2t/U)^{1/4}\to0$ and $1-Z\to\frac12$. The approach is slow, which is why the weight is still only 0.17 at $U=16t$. In the same limit $I\simeq S/2$ grows without bound, while the exact value remains $t$.

## (h) Where the error comes from

**Question.** (i) Would the exact $W$ remove the satellite? (ii) What happens if the interaction is written as $U\sum_in_{i\uparrow}n_{i\downarrow}$ and $W$ is allowed to depend on spin?

**Answer.** (i) No. The exact screened interaction is $W=U+U\chi U$. With $\chi$ from part (a), its frequency-dependent part is $M_{ij}U^2t/(\omega^2-4t^2)$. Parts (d) and (e) then hold with the replacements $h\to2t$ and $A\to U^2/4$. For $t=1$ eV and $U=4$ eV, $S=\sqrt{16+16}$ eV, and the numerical results are $I=1.83$ eV and a false peak at $-3.83$ eV with weight 0.146.

Both errors are larger than with RPA screening, and this holds for every $U>0$. Put $\omega_1=-t-x$ in the bonding equation, so that $x=I-t$ obeys

$$
x(x+h+2t)=A,\qquad x>0 .
$$

The solution grows with $A$ and falls with $h$. The RPA has the larger $h$ and, since $A=U^2t/(2h)$, the smaller $A$; both reduce $x$. The satellite weight depends on $A/(h+2t)^2$ and is reduced in the same way. The RPA's error in the screening thus partly offsets the error of GW.

The spin-up $G^0$ used here is already the exact Green function. Its removal part was found in part (a). Adding a second spin-up electron gives the state with one electron on each site, which $U$ does not affect and whose energy is zero, so the addition pole lies at $+t$, as in $G^0$. With exact $G$ and exact $W$, the only remaining approximation is the omission of the vertex function from $\Sigma$. The RPA sets the position of the satellite; the missing vertex is responsible for its existence. Without it, the electron is screened by its own density response.

(ii) The two forms of the interaction are the same operator, because the equal-spin terms contain $c_{i\sigma}c_{i\sigma}=0$. They are not equivalent inside GW. Now $v_{\uparrow\uparrow}=v_{\downarrow\downarrow}=0$ and $v_{\uparrow\downarrow}=U$, while only $P_{\uparrow\uparrow}=P$ is nonzero. The equation $W=v+vPW$ gives

$$
W_{\uparrow\uparrow}=v_{\uparrow\uparrow}+v_{\uparrow\uparrow}P_{\uparrow\uparrow}W_{\uparrow\uparrow}
+v_{\uparrow\downarrow}P_{\downarrow\downarrow}W_{\downarrow\uparrow}=0 .
$$

Hence $\Sigma_\uparrow=0$. The Hartree potential on the spin-up electron also vanishes, because it comes from the absent spin-down density. The removal spectrum is then exact: one peak at $-t$.

In the same way $W_{\uparrow\downarrow}=W_{\downarrow\uparrow}=U$, and

$$
W_{\downarrow\downarrow}=v_{\downarrow\uparrow}P_{\uparrow\uparrow}W_{\uparrow\downarrow}=U^2P,
$$

whose poles are at $\pm2t$. The pole at $\sqrt{4t^2+2tU}$ and the errors of part (e) therefore belong to GW with the spin-independent interaction, the form that corresponds to the Coulomb interaction in real materials. The self-screening and the false removal weight carry over to real one-electron systems, but the sign and size of the ionization error are those of the symmetric dimer. For the hydrogen atom, the same scheme with $G^0$ from the one-electron Hamiltonian puts a weight of about 0.07 in false removal peaks. It changes the ionization energy of 13.6 eV by only $-0.11$ eV in the cc-pVTZ basis and $-0.06$ eV in cc-pVQZ, a shift that is not yet converged in the basis.

## Computed values

```
Hopping t = 1.0 eV, interaction U = 4.0 eV
Exact removal pole = -1.0000 eV, weight = 1.0000
Exact density excitation 2t = 2.0000 eV
RPA screening pole h = 3.4641 eV
Coupling strength A = 2.3094 eV^2
Root S = 6.2525 eV
GW main removal pole = -1.3942 eV, weight = 0.9370
GW false removal pole = -4.8583 eV, weight = 0.0630
Distance between removal poles = 3.4641 eV
GW ionization energy = 1.3942 eV
Exact ionization energy = 1.0000 eV
Ionization energy error = 0.3942 eV
GW main addition pole (antibonding) = 1.3942 eV
GW addition satellite (bonding) = 4.8583 eV
Occupation from G: bonding = 0.9370
Occupation from G: antibonding = 0.0630
Exact W in GW: ionization energy = 1.8284 eV
Exact W in GW: false removal pole = -3.8284 eV
Exact W in GW: false removal weight = 0.1464
Spin-resolved W, largest up-up element = 0.0e+00 eV
U = 0.05 eV: shift / (U^2/16t) = 0.9816
U = 0.05 eV: weight / (U^2/64t^2) = 0.9754
Table at t = 1 eV: U, h, ionization, satellite pole (eV), weight
  1.0   2.4495   1.0454   -3.4949   0.0100
  2.0   2.8284   1.1423   -3.9707   0.0278
  4.0   3.4641   1.3942   -4.8583   0.0630
  8.0   4.4721   1.9625   -6.4346   0.1146
 16.0   6.0000   3.1101   -9.1101   0.1727
```
